# Area of a Uniform Film on a Convex Two-Dimensional Object

A beam has a trapezoidal cross-section with base 120 nm, top 80 nm and height 100 nm. Its perimeter is 403.96 nm. A coating 30 nm thick on all sides might be expected to have the cross-sectional area $403.96\times30=12118.8\ \mathrm{nm^2}$. The film area is in fact $14946\ \mathrm{nm^2}$, and 18.9% of it is missing from the product of perimeter and thickness. The missing part is $\pi(30\ \mathrm{nm})^2=2827\ \mathrm{nm^2}$, the area of a full disc, although the beam has no round part.

## Setting and theorem

Let $K$ be a closed, bounded, convex region of the plane with interior points, area $A$ and perimeter $P$. The perimeter is the least upper bound of the perimeters of polygons inscribed in $K$. A film of uniform thickness $d\ge0$ fills all points outside $K$ whose distance from $K$ is at most $d$. With the film, the object is

$$K_d=\{x:\operatorname{dist}(x,K)\le d\}=K+dB,$$

where $B$ is the closed unit disc and the sum of two sets contains all sums of one point from each. The second equality holds because $x$ lies within $d$ of $K$ exactly when $x=y+w$ with $y\in K$ and $|w|\le d$.

Growth in stages is consistent with this definition. We have $aB+bB=(a+b)B$: a sum $au+bv$ with $|u|,|v|\le1$ has length at most $a+b$, and conversely $(a+b)w=aw+bw$. Hence $(K_a)_b=K_{a+b}$. A sum of convex sets is convex, so the object stays convex as it grows.

**Theorem.** For every $d\ge0$ the film area and the new perimeter are

$$\Delta A=Pd+\pi d^2,\qquad P(d)=P+2\pi d .$$

The film must surround the object. An object resting on a substrate is not covered by the theorem.

## Three lemmas

**Lemma 1 (nearest point).** Each $x$ outside $K$ has one nearest point $y$ in $K$, and $y$ is that point if and only if $(x-y)\cdot(z-y)\le0$ for all $z\in K$.

*Proof.* A nearest point exists because $K$ is closed and bounded. If $y$ and $y'$ were two nearest points at distance $r$, their midpoint would lie in $K$ by convexity, at squared distance $r^2-|y-y'|^2/4<r^2$, a contradiction. For the criterion, move from $y$ towards $z$ by a fraction $t$:

$$|x-y-t(z-y)|^2=|x-y|^2-2t\,(x-y)\cdot(z-y)+t^2|z-y|^2 .$$

If $y$ is nearest, this cannot fall for small $t>0$, so the scalar product is not positive. Conversely, if it is not positive, setting $t=1$ gives $|x-z|\ge|x-y|$. ∎

**Lemma 2 (total turning).** The exterior angles $\theta_i$ of a convex polygon add up to $2\pi$.

*Proof.* Join an interior point to the $n$ vertices. The $n$ triangles have total angle $n\pi$, of which $2\pi$ lies around the interior point, so the interior angles $\alpha_i$ sum to $(n-2)\pi$. With $\theta_i=\pi-\alpha_i$, the sum is $n\pi-(n-2)\pi=2\pi$. ∎

**Lemma 3 (polygons).** The area law holds for convex polygons.

*Proof.* Sort the film points by their nearest point $y$.

If $y$ lies inside edge $i$, then $z$ in Lemma 1 can be moved along the edge in both directions. The scalar product can stay non-positive in both cases only if $x-y$ is perpendicular to the edge. Conversely, the polygon lies behind each edge line, so every point $y+u\,n_i$ with outward normal $n_i$ and $0<u\le d$ has $y$ as its nearest point. These points fill a rectangle of area $L_id$, where $L_i$ is the edge length.

If $y$ is vertex $i$, then $x-y$ must make an angle of at least $\pi/2$ with both edges leaving the vertex. This is also sufficient, because the polygon lies in the cone spanned by those edges. The allowed directions have opening

$$2\pi-\alpha_i-\frac{\pi}{2}-\frac{\pi}{2}=\pi-\alpha_i=\theta_i ,$$

so the points fill a circular sector of area $\theta_id^2/2$.

A nearest point exists, so there are no gaps. It is unique, so there are no overlaps. By Lemma 2,

$$\Delta A=\sum_iL_id+\frac{d^2}{2}\sum_i\theta_i=Pd+\pi d^2 .\quad ∎$$

The disc in the opening example is now accounted for. Each corner of the beam carries a sector, of 101.31° at the two base corners and 78.69° at the two top corners. Together they make 360°.

## Proof of the theorem

First, $P$ is finite. If a polygon with area $A'$ and perimeter $P'$ lies in a disc of radius $R$, its coated version lies in a disc of radius $R+d$, so

$$A'+P'd+\pi d^2\le\pi R^2+2\pi Rd+\pi d^2 .$$

Cancelling $\pi d^2$, dividing by $d$ and letting $d\to\infty$ gives $P'\le2\pi R$.

Now choose inscribed polygons $K_n$ with so many vertices that every boundary point of $K$ is within $\varepsilon_n$ of a vertex, where $\varepsilon_n\to0$. Adding vertices cannot shorten an inscribed polygon, by the triangle inequality, so we can also include enough vertices to make $P_n\to P$. The convex set $K_n+\varepsilon_nB$ contains the boundary of $K$ and therefore all of $K$:

$$K_n\subset K\subset K_n+\varepsilon_nB .$$

Taking areas with Lemma 3 gives $A_n\le A\le A_n+P_n\varepsilon_n+\pi\varepsilon_n^2$, so $A_n\to A$. Adding $dB$ to all three sets and taking areas again gives

$$A_n+P_nd+\pi d^2\le\operatorname{area}(K_d)\le A_n+P_n(d+\varepsilon_n)+\pi(d+\varepsilon_n)^2 .$$

Both bounds tend to $A+Pd+\pi d^2$, which proves the area law.

For the perimeter, add a further layer of thickness $e>0$. The area law applied to $K_d$ says that this layer has area $P(d)e+\pi e^2$. Applied to $K$ at thicknesses $d+e$ and $d$, it gives the same layer as

$$P(d+e)+\pi(d+e)^2-Pd-\pi d^2=Pe+2\pi de+\pi e^2 ,$$

where $P$ on the left multiplies the bracket. Equating the two and dividing by $e$ gives $P(d)=P+2\pi d$. ∎

For the beam the new perimeter is $403.96+188.50=592.46$ nm. A count of the film area on a square grid of spacing 0.5 nm, made from distances to the trapezoid, gives $14946.7\ \mathrm{nm^2}$ against $14946.3\ \mathrm{nm^2}$ from the theorem.

**Limiting cases.** For a disc of radius $R$, direct subtraction gives $\pi(R+d)^2-\pi R^2=2\pi Rd+\pi d^2$, as it should. The ratio of the quadratic to the linear term is $\pi d/P$. The quadratic term is negligible for $d\ll P/\pi$ and dominates for $d\gg P/\pi$, when the film has forgotten most of the initial shape. For the beam, $P/\pi$ is about 129 nm.

**Thickness from area.** Solving the quadratic equation for its positive root gives

$$d=\frac{-P+\sqrt{P^2+4\pi\,\Delta A}}{2\pi} .$$

If a measured section had $\Delta A=14946\ \mathrm{nm^2}$ and one simply divided by $P$, the result would be 37 nm instead of 30 nm.

## Smooth boundaries, and bodies that are not convex

For a smooth boundary $r(s)$, traversed counterclockwise with arc length $s$, let $t$ be the tangent, $n$ the outward normal and $\kappa$ the curvature, positive where the body is convex. Then $dt/ds=-\kappa n$ and $dn/ds=\kappa t$. Film points are $x=r(s)+u\,n(s)$ with $0<u\le d$, and

$$\frac{\partial x}{\partial s}=(1+u\kappa)\,t,\qquad \frac{\partial x}{\partial u}=n .$$

Since $t$ and $n$ are perpendicular unit vectors, the area element is $(1+u\kappa)\,ds\,du$ where $1+u\kappa\ge0$. Hence

$$\Delta A=\int_0^d\!\!\oint(1+u\kappa)\,ds\,du=Pd+\frac{d^2}{2}\oint\kappa\,ds=Pd+\pi d^2 .$$

The last step uses the fact that $\kappa$ is the rate at which the tangent direction turns, and the tangent of a simple closed curve turns once.

Convexity enters here only through the requirement that the coordinates $(s,u)$ cover the film once. It is enough that each $r(s)+u\,n(s)$ with $0<u\le d$ has $r(s)$ as its unique nearest surface point. The condition also ensures $1+u\kappa\ge0$, since this is the second derivative of half the squared distance at its minimum. A smooth body with a shallow waist can therefore obey the same law.

Two curved bodies were coated with 30 nm and measured on a 1 nm grid. For an ellipse with semi-axes 80 and 40 nm the grid gives $14455.1\ \mathrm{nm^2}$ and the law $14453.6\ \mathrm{nm^2}$. For the waisted curve with polar radius $60(1+0.25\cos2\varphi)$ nm, the values are $14824.7$ and $14823.5\ \mathrm{nm^2}$. Both differences are about 0.01% of the film.

**Proposition 1 (reentrant corners).** Let a simple polygon have convex corners with turning $\theta_i$ and reentrant corners with turning $-\beta_j$. While $d$ is small enough that films from different corners and from non-adjacent edges do not interfere,

$$\Delta A=Pd+\pi d^2-d^2\sum_j\left(\tan\frac{\beta_j}{2}-\frac{\beta_j}{2}\right).$$

*Proof.* The empty wedge at a reentrant corner has opening $\pi-\beta$. The two advancing edges meet on its bisector at distance $d$ from both walls. The foot of the perpendicular on each wall is at distance $d\cot(\pi/2-\beta/2)=d\tan(\beta/2)$ from the corner. The film in the corner is a kite made of two right triangles, with total area $d^2\tan(\beta/2)$. The full edge rectangles would have assigned twice this area to the same wall lengths, so the corner contributes $-d^2\tan(\beta/2)$ relative to $Pd$. The interior angles still sum to $(n-2)\pi$, so $\sum\theta_i-\sum\beta_j=2\pi$. The convex corners then contribute $\tfrac12d^2\sum\theta_i=\pi d^2+\tfrac12d^2\sum\beta_j$. Adding the parts gives the result. ∎

Since $\tan q>q$ for $0<q<\pi/2$, the film is smaller than the convex law predicts. Take an L shape made from a 100 nm square by removing a 50 nm square from one corner. Its perimeter is 400 nm, and for $d=30$ nm the convex law gives $14827.4\ \mathrm{nm^2}$. The deficit is $900(1-\pi/4)=193.1\ \mathrm{nm^2}$, leaving $14634.3\ \mathrm{nm^2}$. The 0.5 nm grid gives $14634.8\ \mathrm{nm^2}$.

## Corner errors in moving-edge calculations

A profile calculation may represent the surface by straight edges and move each edge along its normal. The result then depends on how the edges are joined.

**Proposition 2.** For a convex polygon, extending the moved edges until they meet gives the film area $Pd+Td^2$ with $T=\sum_i\tan(\theta_i/2)>\pi$. This result does not depend on the number of time steps. Joining the edge ends in one step by $m$ equal chords per corner gives instead

$$Pd+\frac{d^2}{2}\sum_i m\sin\frac{\theta_i}{m}<Pd+\pi d^2 .$$

*Proof.* An extended corner consists of two right triangles with legs $d$ and $d\tan(\theta_i/2)$, so its area is $d^2\tan(\theta_i/2)$. The inequality $\tan q>q$ gives $T>\sum\theta_i/2=\pi$. Each step of size $\delta$ leaves the angles unchanged and lengthens the perimeter by $2T\delta$. After $N$ steps with $N\delta=d$, the area is

$$\sum_{k=0}^{N-1}\left[(P+2kT\delta)\delta+T\delta^2\right]=PN\delta+T\delta^2\left[N(N-1)+N\right]=Pd+Td^2 .$$

With chords, each corner consists of $m$ isosceles triangles of area $\tfrac12d^2\sin(\theta_i/m)$, and $\sin q<q$ for $q>0$. ∎

For the beam $T=4.0792$, so extended edges give $12118.8+900\times4.0792=15790.1\ \mathrm{nm^2}$, which is 5.65% above the true film area. Thirty steps of 1 nm give the same value. The error lies in the corner rule, and a finer time step does not cure it.

One chord per corner gives $13883.9\ \mathrm{nm^2}$, or 7.11% too little. Four chords reduce the deficit to 0.50%. From $\sin q=q-q^3/6+\dots$, the leading deficit is $d^2\sum\theta_i^3/(12m^2)$, so doubling $m$ should divide it by about four. Going from four to eight chords divides it by 3.97.

## When the thickness is uniform

Convexity also helps to produce the uniform thickness that the theorem assumes.

**Proposition 3.** A long convex prism in an isotropic, collisionless gas receives the same direct flux at every face point, away from its ends.

*Proof.* The body lies behind the tangent plane at each face point, so it blocks none of the half-space in front. The flux arriving from that half-space is the same for every orientation because the gas is isotropic. ∎

If the sticking probability is also the same everywhere, all faces grow at the same rate. This alone does not fix the shape at a perfectly sharp corner, because a front with extended edges also has equal growth on every face. We therefore treat a sharp corner as the limit of a slightly rounded one. Each point of the rounded boundary moves along its normal at the same rate, which gives the round corners of $K_d$. Since $K_d$ stays convex, the growth remains uniform.

A notch behaves differently. Let $\varphi$ be the angle from the normal in the cross-section and $\psi$ the angle out of that plane. The flux weight is $\cos\varphi\cos\psi$ and the solid angle is $\cos\psi\,d\psi\,d\varphi$. Since $\int_{-\pi/2}^{\pi/2}\cos^2\psi\,d\psi=\pi/2$ and the whole half-space has weight $\pi$, the flux fraction per angle is $\tfrac12\cos\varphi\,d\varphi$. A perpendicular wall of height $H$ at distance $x$ blocks the directions beyond $\varphi_0$, with $\tan\varphi_0=x/H$. The direct fraction is

$$\frac12\int_{-\pi/2}^{\varphi_0}\cos\varphi\,d\varphi=\frac12\left(1+\frac{x}{\sqrt{x^2+H^2}}\right).$$

Halfway along the notch floor of the L shape, $x=25$ nm and $H=50$ nm give 0.724. This is the direct flux only. If floor and wall re-emit diffusely all but a fraction $s$ of the molecules striking them, the total flux at that point is about 0.84 of the open flux for $s=0.5$ and 0.996 for $s=0.01$, so the loss is large only when sticking is high.

**Direction-dependent growth.** Suppose a face with normal angle $\theta$, measured from the upward direction, grows by $h(\theta)$, where $h$ is the support function of a smooth convex set $W$ containing the origin. That is, $h(\theta)$ is the largest value of $w\cdot n$ for $w\in W$. We take the grown object to be $K+W$.

For $h=d(1+\varepsilon\cos\theta)$ with $|\varepsilon|\le1$, $W$ is a disc of radius $d$ displaced upward by $\varepsilon d$. The grown object is $K_d$ displaced by the same amount, and its area is unchanged. With $\varepsilon=0.2$ the beam has 36 nm on top and 24 nm below, but the film area is still $14946.3\ \mathrm{nm^2}$.

For the two-sided variation $h=d(1+\varepsilon\cos2\theta)$, each polygon edge sweeps a parallelogram of area $L_ih_i$, and the corner pieces assemble into $W$. A boundary point of $W$ is $hn+h't$, where $t=dn/d\theta$, and it moves by $(h+h'')t\,d\theta$. The area of $W$ is therefore

$$\frac12\int_0^{2\pi}h(h+h'')\,d\theta=\frac12\int_0^{2\pi}(h^2-h'^2)\,d\theta=\pi d^2\left(1-\frac{3\varepsilon^2}{2}\right),$$

after integration by parts. Convexity with a smooth boundary requires $h+h''=d(1-3\varepsilon\cos2\theta)>0$, or $|\varepsilon|<1/3$. For $\varepsilon=0.05$ the beam's film changes by only 0.047%, or $7.0\ \mathrm{nm^2}$. The horizontal faces, 200 nm in total, gain $200\times1.5=300.0\ \mathrm{nm^2}$. The sloping faces, 204 nm in total with $\cos2\theta=-0.923$, lose $282.4\ \mathrm{nm^2}$, and the smaller area of $W$ removes another $10.6\ \mathrm{nm^2}$. A wide, flat ribbon would lack this cancellation.

## The beam as a deposition problem

The conditions chosen, 900 K and 0.3 Torr, are in the rough regime of low-pressure chemical vapour deposition of silicon. With a molecular diameter $\sigma$ of 0.4 nm, the estimate $k_BT/(\sqrt2\,\pi\sigma^2p)$ gives a mean free path of about 0.4 mm. The coated base width is less than a thousandth of this, so gas collisions near the beam matter little. Rounded corners and errors in the thickness can matter more, as two assumed cases show. Replacing each corner by an arc of radius 5 nm shortens the perimeter by $5(2T-2\pi)\approx9.4$ nm and lowers the film area by 1.9%. A thickness error of 2%, or 0.6 nm, changes it by about $592\times0.6\approx355\ \mathrm{nm^2}$, or 2.4%. Surface diffusion, roughness and crystal facets are not modelled, and their effect is not estimated here.

The ends matter less for a cantilever 5 µm long. Beyond a flat free end, the film section at height $z$ is $K_q$ with $q=\sqrt{d^2-z^2}$. Its extra volume is

$$\int_0^d(A+Pq+\pi q^2)\,dz=Ad+\frac{\pi Pd^2}{4}+\frac{2\pi d^3}{3},$$

or 0.86% of the film volume along the beam. At the root, the last 30 nm of beam film coincides with film on the supporting wall, a share of 0.60%. A root wall much wider than the beam is long also hides half the gas from the long faces, over the whole length of the beam and not only at its end; a smaller wall does so only within roughly its own size of the root. Suppose it re-emits diffusely all but a fraction $s$ of the molecules striking it. If the shadow of the beam on the wall is neglected, which underestimates the loss within about one beam width of the root, those faces receive $\tfrac12+\tfrac12(1-s)=1-s/2$ of the open flux. For an assumed $s=0.01$ the loss is 0.5%, and with the shadow included it rises towards $s$, or 1%, at the root. A released beam usually hangs above a substrate, a case outside Proposition 3: the underside then receives only re-emitted molecules. For $s=0.01$ and a wide substrate, the middle of the underside loses about 1% of the flux at a gap of 1 µm and about 3.5% at a gap of 50 nm; for $s=0.1$ the losses are about 11% and 28%. Uniform thickness on such a beam therefore needs low sticking and an open gap.

## Computed values

```
Base width: 120 nm
Top width: 80 nm
Height: 100 nm
Film thickness d: 30 nm
Sloping edge length: 101.98 nm
Initial area A: 10000.0 nm^2
Initial perimeter P: 403.96 nm
Exterior angle, base corner: 101.31 deg
Exterior angle, top corner: 78.69 deg
Edge part P d: 12118.8 nm^2
Corner part pi d^2: 2827.4 nm^2
Film area, formula: 14946.3 nm^2
Film area, formula: 0.014946 um^2
Film area, distance grid: 14946.7 nm^2
Corner share of film: 18.92 %
Final perimeter, hull: 592.46 nm
Ellipse semi-axis a: 80 nm
Ellipse semi-axis b: 40 nm
Ellipse film, grid: 14455.1 nm^2
Ellipse film, formula: 14453.6 nm^2
Waisted body film, grid: 14824.7 nm^2
Waisted body film, formula: 14823.5 nm^2
L-shape perimeter: 400 nm
L-shape film, grid: 14634.8 nm^2
L-shape, convex formula: 14827.4 nm^2
L-shape corner deficit: 193.1 nm^2
Sum of tan(angle/2): 4.0792
Mitred film: 15790.1 nm^2
Mitred film, 30 steps: 15790.1 nm^2
Mitre error: 5.65 %
Chord film, m=1: 13883.9 nm^2
Chord film, m=4: 14870.8 nm^2
Chord film, m=8: 14927.3 nm^2
Chord error, m=1: -7.11 %
Chord error, m=4: -0.50 %
Chord error ratio m=4 to 8: 3.974
Direct flux at mid-notch: 0.7236
One-sided growth amplitude: 20 %
One-sided growth film: 14946.3 nm^2
Two-sided growth amplitude: 5 %
Two-sided film change: 0.047 %
Initial corner radius: 5 nm
Film change by rounding: -1.88 %
Thickness error: 2 %
Resulting film-area error: 2.38 %
Beam length: 5 um
Free-end extra volume: 642092 nm^3
Free-end share: 0.86 %
Root overlap share d/length: 0.60 %
Sticking probability: 0.01
Large root wall flux loss: 0.50 %
Temperature: 900 K
Pressure: 0.3 Torr
Molecule diameter: 0.4 nm
Gas mean free path: 437 um
Coated width / free path: 0.000412
```
